\section*{Stefan Flow of a Precursor Through a Stagnant Carrier Gas}

Let a precursor vapour A and a carrier gas B fill the layer $0\le z\le L$. The mole fraction of A is $x(z)$ and that of B is $1-x$. The end values are held at $x(0)=x_0$ and $x(L)=x_L$, with $0\le x_L<x_0<1$. The fluxes $N_A$ and $N_B$ count particles per area and time and are positive towards increasing $z$. With mean species velocities $v_A$ and $v_B$,
\begin{equation}
N_A=c\,x\,v_A,\qquad N_B=c\,(1-x)\,v_B,\qquad c=\frac{p}{k_BT},
\end{equation}
where $c$ is the total number density of an ideal gas at pressure $p$ and temperature $T$. Both $p$ and $T$ are taken as uniform, so $c$ is uniform too. The product $k_BT$ is an energy. The algebra holds in atomic units as in any consistent set, and Planck's constant does not enter. Numbers are given mainly in Torr, K, cm, s and eV; any other unit is written with its value.

The binary diffusivity $D$ is defined through the friction between the two species. When inertia, gravity and viscous stress are negligible, the partial-pressure force on A in a unit volume balances the drag exerted by B:
\begin{equation}
-\frac{dp_A}{dz}=\frac{k_BT}{D}\,c\,x(1-x)\,(v_A-v_B).
\end{equation}
The drag is proportional to the amounts of both species and to their relative velocity. Since $p_A=xp=x\,c\,k_BT$, the left side is $-c\,k_BT\,dx/dz$. On the right, the definitions of the fluxes give
\begin{equation}
c\,x(1-x)(v_A-v_B)=(1-x)N_A-xN_B .
\end{equation}
Cancelling $k_BT$ and multiplying by $D$,
\begin{equation}
-cD\frac{dx}{dz}=(1-x)N_A-xN_B,
\end{equation}
and moving the terms in $x$ to the other side,
\begin{equation}
N_A=x\,(N_A+N_B)-cD\frac{dx}{dz}.
\label{bulk}
\end{equation}
The first term is precursor carried by the net molar flow of the mixture. The second is diffusion relative to that flow. Fick's gradient term alone is the whole flux if and only if the first term vanishes.

Suppose now that $z=0$ is the surface of a liquid source of A, in which B does not dissolve. Then $N_B(0)=0$. In a steady state no carrier accumulates anywhere, so $dN_B/dz=0$, and therefore $N_B=0$ throughout the layer. This is the meaning of a stagnant carrier: its net flux is zero, although its molecules still diffuse. The precursor gradient implies an opposite carrier gradient, which drives B towards the liquid with a diffusive flux of magnitude $cD|dx/dz|$. The bulk flow carries B away from the liquid at the rate $(1-x)N_A$, and the two cancel.

The carrier is not stagnant during start-up. At uniform $c$, the sum of the continuity equations for A and B makes $N_A+N_B$ independent of $z$ at each instant. Its value follows from \eqref{bulk} at the liquid, where $N_B=0$:
\begin{equation}
N_A+N_B=-\frac{cD}{1-x_0}\left.\frac{dx}{dz}\right|_{z=0},
\qquad
c\frac{\partial x}{\partial t}=-\frac{\partial N_A}{\partial z}.
\end{equation}
These equations were integrated numerically for $x_0=0.6$ and $x_L=0.02$, starting from $x=x_L$ in the whole layer. At time $0.02\,L^2/D$ the carrier leaves the open end at $3.13\,cD/L$, pushed out by the incoming vapour. After ten diffusion times $L^2/D$ its flux is below $10^{-11}\,cD/L$ everywhere, and the precursor flux has settled at $0.896\,cD/L$. The calculation imposed impermeability to B at the liquid surface alone; the zero flux elsewhere is an outcome.

For the steady state write $N$ for $N_A$ and set $N_B=0$ in \eqref{bulk}. Then $(1-x)N=-cD\,dx/dz$, or
\begin{equation}
N=-\frac{cD}{1-x}\frac{dx}{dz}.
\end{equation}
Of the total flux, the fraction $x$ is carried by the bulk flow and the fraction $1-x$ by diffusion. Because $d\ln(1-x)=-dx/(1-x)$, the equation can be written $N\,dz=cD\,d\ln(1-x)$ for constant $D$. Continuity makes $N$ constant, and integration over the layer gives
\begin{equation}
N=\frac{cD}{L}\ln\frac{1-x_L}{1-x_0}.
\label{stefan}
\end{equation}
The argument of the logarithm exceeds one, so the flux points away from the liquid. Integrating from $0$ to $z$ instead gives $\ln[(1-x)/(1-x_0)]=Nz/(cD)$, and inserting \eqref{stefan} yields the profile
\begin{equation}
1-x(z)=(1-x_0)^{1-z/L}\,(1-x_L)^{z/L}.
\end{equation}
The carrier fraction grows exponentially with height. Differentiating $dx/dz=-(N/cD)(1-x)$ once more gives $d^2x/dz^2=(N/cD)\,dx/dz<0$. The precursor profile is therefore concave and lies above the straight line joining its end values.

The linear law to compare with is $N_F=cD(x_0-x_L)/L$. Writing the logarithm as an integral,
\begin{equation}
\frac{N}{N_F}=\frac{1}{x_0-x_L}\int_{x_L}^{x_0}\frac{dx}{1-x}=\frac1{\mathcal B},
\qquad
\mathcal B=\frac{(1-x_L)-(1-x_0)}{\ln[(1-x_L)/(1-x_0)]}.
\label{ratio}
\end{equation}
Here $\mathcal B$ is the logarithmic mean of the carrier fractions at the two ends. The ratio is the average of $1/(1-x)$ over the composition interval. That function increases with $x$, so
\begin{equation}
\frac1{1-x_L}<\frac{N}{N_F}<\frac1{1-x_0}.
\end{equation}
If $x_0\to0$, then $x_L\to0$ as well, both bounds tend to one, and the linear law follows. For the converse, expand $1/(1-x)=1+x+x^2+\cdots$ and average term by term:
\begin{equation}
\frac{N}{N_F}=1+\frac{x_0+x_L}{2}+\frac{x_0^2+x_0x_L+x_L^2}{3}+\cdots .
\label{series}
\end{equation}
No term is negative, so the excess over one is at least $(x_0+x_L)/2$. It can vanish only if both mole fractions do. For a stagnant carrier, Fick's linear law with the coefficient $D$ is thus the dilute limit and no other.

With $x_L=0$, the Stefan flux exceeds the linear one by 1\% at $x_0=0.020$ and by 10\% at $x_0=0.18$. The first term of \eqref{series} alone would put the second threshold at $0.20$; the higher terms bring it down.

A small composition difference is not the same as a dilute precursor. Let $x_0=\bar x+\delta/2$ and $x_L=\bar x-\delta/2$, with $\delta\ll1-\bar x$. Expanding both logarithms, the even powers of $\delta$ cancel and
\begin{equation}
\ln\frac{1-\bar x+\delta/2}{1-\bar x-\delta/2}
=\frac{\delta}{1-\bar x}+O(\delta^3),
\qquad
N\simeq\frac{c}{L}\,\frac{D}{1-\bar x}\,(x_0-x_L).
\end{equation}
The flux is linear in the difference, but its coefficient is $D/(1-\bar x)$. Between $x_0=0.601$ and $x_L=0.599$ the ratio $N/N_F$ is $2.50$, although the profile is almost straight. A measured flux proportional to the composition difference therefore does not by itself show that Fick's law with the coefficient $D$ applies.

The restriction to a stagnant carrier matters as well. Suppose a surface process fixes $N_B=\nu N_A$, and define $\theta=1+\nu$. Equation \eqref{bulk} becomes $(1-\theta x)N_A=-cD\,dx/dz$. For $\theta\ne0$ and $1-\theta x>0$, the same integration gives
\begin{equation}
N_A=\frac{cD}{\theta L}\ln\frac{1-\theta x_L}{1-\theta x_0}.
\label{theta}
\end{equation}
At $\theta=1$ this is \eqref{stefan}. For equimolar counter-diffusion, $\nu=-1$ and $\theta=0$, the bulk flow vanishes and the differential equation gives $N_A=N_F$ at every composition. Linear transport then needs no dilution.

Deposition of silicon from silane in hydrogen shows the opposite correction. Take $z=0$ at the outer edge of the diffusion layer and $z=L$ at the growing surface. The layer is again taken as isothermal; a surface much hotter than the gas would make $c$ and $D$ vary and add thermal diffusion, which are left out here. If the overall reaction is $\mathrm{SiH_4\to Si+2H_2}$ and no other gas species matters, two hydrogen molecules return for each silane molecule consumed. Thus $\nu=-2$, $\theta=-1$ and
\begin{equation}
N_A=\frac{cD}{L}\ln\frac{1+x_0}{1+x_L}.
\end{equation}
Its ratio to $N_F$ is the average of $1/(1+x)$, which is below one: the released hydrogen produces a flow away from the surface, against the silane. For $x_0=0.6$ and $x_L=0.02$, chosen for comparison and not as typical silane conditions, the ratio is $0.776$, while a stagnant carrier gives $1.545$. Using \eqref{stefan} here would give the correction the wrong sign. If the released gas differs from the carrier, the mixture has three components and this binary formula does not cover it.

For a worked case of a truly stagnant carrier, consider liquid titanium tetrachloride at the bottom of a vertical tube, evaporating into nitrogen at 300 K. The material values are rough typical ones. The vapour pressure is 12 Torr, the total pressure 20 Torr, and a gas stream sweeping the mouth keeps the precursor there at 0.4 Torr. Hence $x_0=12/20=0.60$ and $x_L=0.4/20=0.020$. With $L=5.0$ cm, $D=2.5$ cm$^2$/s and $c=6.44\times10^{17}$ cm$^{-3}$,
\begin{align}
\frac{cD}{L}&=\frac{6.44\times10^{17}\times2.5}{5.0}
=3.22\times10^{17}\ \mathrm{cm^{-2}\,s^{-1}},\\
N&=3.22\times10^{17}\,\ln\frac{0.98}{0.40}
=2.88\times10^{17}\ \mathrm{cm^{-2}\,s^{-1}},\\
N_F&=3.22\times10^{17}\times0.58
=1.87\times10^{17}\ \mathrm{cm^{-2}\,s^{-1}}.
\end{align}
The Stefan flux is $1.545$ times the linear estimate, the reciprocal of the mean carrier fraction $\mathcal B=0.6473$. At the liquid surface 60\% of the precursor flux is bulk flow; at the mouth it is 2\%. Halfway up, $x=1-\sqrt{0.40\times0.98}=0.374$, against $0.310$ on the straight line. For molecular mass $m_A$ and liquid density $\rho_\ell=1.7$ g/cm$^3$, the surface recedes at $Nm_A/\rho_\ell$, about 530 nm/s.

The total pressure acts through the composition. In a dilute gas at fixed temperature the collision rate of a molecule is proportional to $c$, so $D\propto1/p$ and $cD$ does not depend on pressure. With vapour pressure $p_v$ and mouth partial pressure $p_L$,
\begin{equation}
N=\frac{cD}{L}\ln\frac{p-p_L}{p-p_v}.
\end{equation}
For $p\gg p_v$ this tends to $(cD/L)(p_v-p_L)/p$. At 760 Torr, with temperature, tube and both partial pressures unchanged, $x_0=0.0158$. The flux is $4.95\times10^{15}$ cm$^{-2}$ s$^{-1}$, only 0.8\% above the linear law. Going from 760 to 20 Torr multiplies the flux by 58, whereas the linear law predicts $760/20=38$. As $p$ falls towards $p_v$ the logarithm diverges. That divergence marks a failure of the model, since the supply of heat and the finite evaporation rate must limit the flux first.

Heat supply is already the largest of the neglected effects estimated here. Each molecule takes the latent heat $\ell=0.40$ eV from the surface. Let the liquid be $h=0.10$ cm deep, with conductivity $\kappa=0.14$ W/(m K), and let its base be held at $T$. The layer is treated as flat and at rest. This is an idealisation: the capillary length of the liquid is about 0.14 cm, so in a tube 1 cm wide a wetting liquid climbs the wall by 0.15 to 0.2 cm, more than $h$, and its mean surface lies about 1\% of $L$ above the level at the axis. If all the heat arrives by conduction from below, the surface temperature $T_s$ satisfies
\begin{equation}
T-T_s=\frac{N(T_s)\,\ell\,h}{\kappa}.
\label{heat}
\end{equation}
The vapour pressure at $T_s$ follows from equal chemical potentials of liquid and vapour. Along the coexistence line $-s_\ell\,dT+v_\ell\,dp_v=-s_g\,dT+v_g\,dp_v$, where $s$ and $v$ are entropy and volume per molecule. With $s_g-s_\ell=\ell/T$, $v_\ell\ll v_g=k_BT/p_v$ and constant $\ell$,
\begin{equation}
\frac{d\ln p_v}{dT}=\frac{\ell}{k_BT^2},
\qquad
\frac{p_v(T_s)}{p_v(T)}=\exp\!\left[-\frac{\ell}{k_B}\left(\frac1{T_s}-\frac1T\right)\right].
\end{equation}
The small effect of the carrier's pressure on the liquid is ignored. Solving this together with \eqref{heat} and \eqref{stefan} gives a surface 1.2 K colder than the base, $x_0=0.564$ and $N=2.61\times10^{17}$ cm$^{-2}$ s$^{-1}$, which is 9.6\% below the isothermal flux. These figures are only as good as the rough conductivity: with $\kappa=0.085$ W/(m K) the cooling would be 1.9 K and the loss 14\%. The logarithm amplifies the loss of vapour pressure, because
\begin{equation}
\frac{d\ln N}{d\ln x_0}=\frac{x_0/(1-x_0)}{\ln[(1-x_L)/(1-x_0)]}
=\frac{1.5}{0.896}=1.67 .
\end{equation}
The linear law would have $x_0/(x_0-x_L)=1.03$ instead. A 6\% drop in $x_0$ thus costs nearly 10\% of the flux.

The diffusivity may also vary with composition. Integrating $N\,dz=-cD(x)\,dx/(1-x)$ with $D(x)=D(1+ax)$, and using $x/(1-x)=1/(1-x)-1$, gives the relative change
\begin{equation}
\frac{\Delta N}{N}=a\left[1-\frac{x_0-x_L}{\ln[(1-x_L)/(1-x_0)]}\right]=a(1-\mathcal B).
\end{equation}
For an assumed slope $a=0.05$ this is $+1.8\%$. The slope is a trial value, not a computed property of this gas pair.

The tube wall disturbs the one-dimensional flow, because friction slows the gas near it. The mass-average velocity is $u=Nm_A/\rho$, with $\rho$ the gas mass density. It is largest at the mouth, where the gas is lightest, and reaches 2.7 cm/s. For a scale, take a parabolic flow of mean speed $u$ in a gas of uniform density. With $r$ in units of the tube radius $R=0.5$ cm, the velocity deviates from its mean by $u(1-2r^2)$. The resulting radial variation of $x$ is $(uR^2/D)(dx/dz)\,g(r)$, where
\begin{equation}
\frac1r\frac{d}{dr}\!\left(r\frac{dg}{dr}\right)=1-2r^2,
\quad \frac{dg}{dr}=\frac{r-r^3}{2},
\quad g=\frac{r^2}{4}-\frac{r^4}{8}+\text{const}.
\end{equation}
The slope vanishes at the wall, as an impermeable wall requires. Averaging velocity deviation times composition variation over the cross-section adds to $D$ the relative amount
\begin{equation}
-\left(\frac{uR}{D}\right)^2\int_0^1 2r(1-2r^2)\,g\,dr
=\frac1{48}\left(\frac{uR}{D}\right)^2 .
\end{equation}
The integral is $\frac18-\frac1{24}-\frac16+\frac1{16}=-\frac1{48}$, and the constant in $g$ drops out because $1-2r^2$ averages to zero. With $uR/D=0.54$, the value at the mouth, the local increase of $D$ is about 0.6\%. At the liquid, where $u$ is four times smaller, it is 0.04\%, and over the whole tube the flux changes by only about 0.1\%. This is only a rough scale, since the real gas density is far from uniform and a diffusing mixture slips along the wall, whereas the parabolic flow used here is at rest there.

The remaining estimates are much smaller. A pressure gradient $G$ drives the flow $G(R^2-r^2)/(4\eta)$, now with dimensional $r$, whose mean is $GR^2/(8\eta)$. For viscosity $\eta=1.5\times10^{-5}$ Pa s the pressure drop $8\eta uL/R^2$, taken with the largest $u$ along the whole tube and no slip at the wall, is $2\times10^{-6}$ of $p$. At unit sticking, and with the drift of the vapour ignored, the net evaporation rate is the difference of two one-way Maxwellian fluxes, $(p_v-p_s)/\sqrt{2\pi m_Ak_BT}$. The partial pressure $p_s$ of the precursor at the surface then lies below $p_v$ by a fraction of order $10^{-4}$. The ratio of gravitational to thermal energy, $(m_A-m_B)g_{\rm E}L/(k_BT)$ with $g_{\rm E}$ the acceleration of gravity, is $3\times10^{-5}$. In one diffusion time, 10 s, the liquid surface moves by $10^{-4}L$, so the steady solution can follow it. The gas at the liquid is four times as dense as at the mouth. With the source at the bottom this layering is stable. With the source at the top the heavy gas would lie above the light gas. Viscosity and diffusion can suppress convection in a narrow tube, but in a wide enough one it would set in, and \eqref{stefan} would not apply.

Set beside a real source, the 300 K temperature and the vapour pressure of order 10 Torr are ordinary for this liquid, while the 20 Torr total pressure was chosen to make the vapour rich. Of the assumptions whose effect is estimated here, the most strained is the uniform temperature: with conduction alone through the shallow, base-heated liquid considered, surface cooling lowers the flux by about 10\%. A deeper liquid would cool more if it stayed at rest, but a liquid cooled from above can convect, which brings heat to the surface and lessens the cooling. Even the shallow layer may not stay at rest. Buoyancy is too weak to stir it, but surface tension rises where the surface is colder, and with typical liquid properties the Marangoni number, which measures this drive, is about 1500 against an onset near 450. For a clean surface the 10\% is therefore the conduction-only figure, and the real loss may be smaller. In a bubbler the carrier is passed through the liquid, so $N_B$ is not zero and the stagnant formula does not describe the delivery rate. For an open-tube source with an insoluble carrier, the linear law agrees with \eqref{stefan} to within about 1\% if $x_0$ stays below about $0.02$ and the mouth is swept clean. In the rich example, the Stefan correction of 54.5\% relative to the linear flux is well above each neglected effect estimated here. The numerical output gives the values behind these comparisons.

\section*{Values computed for the example and the checks}
\begin{verbatim}
temperature: 300 K
thermal energy kT: 0.02585 eV
total pressure: 20.0 Torr
vapour pressure: 12.0 Torr
precursor pressure at mouth: 0.4 Torr
diffusivity D: 2.50 cm2/s
tube length L: 5.0 cm
tube radius: 0.5 cm
x0 and xL: 0.600 and 0.020
total number density c: 6.4377e+17 cm^-3
flux unit cD/L: 3.2188e+17 cm^-2 s^-1
logarithm in Stefan flux: 0.89609
Stefan flux: 2.8844e+17 cm^-2 s^-1
linear Fick flux: 1.8669e+17 cm^-2 s^-1
Stefan/Fick ratio: 1.5450
log-mean carrier fraction: 0.6473
mid-tube x, Stefan: 0.3739
mid-tube x, linear: 0.3100
start-up run: steady flux/(cD/L): 0.89609
start-up run: early time: 0.20 s
early carrier outflow/(cD/L): 3.129
late max carrier flux/(cD/L): 8.5e-12
diffusion time L^2/D: 10.0 s
x0 for 1% excess over Fick (xL=0): 0.0197
x0 for 10% excess over Fick (xL=0): 0.1761
ratio for x 0.601 to 0.599: 2.5000
ratio if N_B=-2N_A, same x0,xL: 0.7762
760 Torr: x0: 0.01579
760 Torr: Stefan flux: 4.9535e+15 cm^-2 s^-1
760 Torr: Stefan/Fick ratio: 1.00824
liquid mass density: 1.7 g/cm3
liquid recession rate: 534.4 nm/s
latent heat per molecule: 0.40 eV
liquid conductivity: 0.14 W/(m K)
liquid depth: 0.10 cm
surface cooling: 1.194 K
x0 after cooling: 0.5640
flux after cooling: 2.6073e+17 cm^-2 s^-1
flux change by cooling: -9.61 %
assumed slope of D with x: 0.05
flux change by D slope: 1.76 %
largest mass-average speed: 2.720 cm/s
radial Peclet number: 0.544
wall dispersion scale: 0.62 %
gas viscosity: 1.5e-05 Pa s
viscous pressure drop / p: 2.4e-06
kinetic undersaturation: 1.6e-04
settling parameter: 3.2e-05
gas density bottom/top: 4.001
surface shift per L^2/D, over L: 1.1e-04
\end{verbatim}
